Curl of the Electronic Force in a Biased Atomic Chain

**Problem**

A chain of equal atoms carries one s orbital per atom, with orthogonal orbitals. Electrons hop between neighbours at distance d with matrix element

h(d) = −t exp[−q(d − d₀)].

Atoms 1 to 4 form the junction, and the rest of the chain forms two semi-infinite leads. Atoms 2 and 3 can move along the chain by x and y, so the junction bonds have lengths d₀ + x, d₀ + y − x and d₀ − y. All other atoms are fixed.

Electron energies are measured from the site level. Electrons arriving from the left are filled up to μ_L = μ + eV/2, those from the right up to μ_R = μ − eV/2. At first the bias V enters through these occupations alone, the electrons are independent, and the temperature is zero. The atoms move slowly enough for the electrons to stay in the steady state of the instantaneous geometry. Take

t = 1 eV, q = 10 nm⁻¹, d₀ = 0.26 nm, μ = −0.5 eV.

Find the curl of the mean electronic force,

C = ∂F_y/∂x − ∂F_x/∂y,

at x = y = 0, for V = 0 and for V = 0.5 V. Does a current guarantee a nonzero curl? Could this curl set the two atoms spinning up?

**First estimate by scaling**

Moving an atom changes a hopping element at the rate qt, so an electronic force is of order qt times a dimensionless bond order. A displacement u changes the hopping by a fraction qu and the bond order by a similar amount. Force derivatives are therefore of order q²t = 100 eV/nm².

In equilibrium the force comes from a potential and the curl vanishes. Bias disturbs the electrons in a window of width eV, a fraction eV/t of the band scale. Hence

C ~ q²t · (eV/t) = q² eV = 50 eV/nm² at 0.5 V.

This fixes neither the sign nor the dependence on band filling.

**Exact solution within the model**

*The force and its equilibrium part.* Write H_x = ∂H/∂x and H_y = ∂H/∂y. The mean force is minus the expectation value of the derivative of H. With ρ the density matrix per spin,

F_i = −2 Tr[ρ H_i].

Without bias, let ε_n be the levels of the whole system and f their Fermi occupation. The grand potential is Ω = −2k_BT Σ ln[1 + e^(−(ε_n−μ)/k_BT)], and differentiation gives

∂Ω/∂x = 2 Σ f(ε_n) ∂ε_n/∂x = 2 Tr[ρ H_x] = −F_x,

since ∂ε_n/∂x = ⟨n|H_x|n⟩. Thus F = −∇Ω, and C = 0 at V = 0.

*The density matrix under bias.* Eliminating the leads gives the retarded Green function of the junction,

G = (E − H − Σ)⁻¹, Σ_L = Σ_R = −t e^{ik}, E = −2t cos k, 0 < k < π,

where Σ_L acts on atom 1 and Σ_R on atom 4. The level width is Γ = −2 Im Σ_L = 2t sin k. It equals v = dE/dk, the velocity times ħ per bond length.

A unit wave from the left has the lead amplitude ψ_n = e^{ikn} + r e^{−ikn}. The bond between atoms 0 and 1 is unaltered, so this form also holds at n = 1. Therefore r = (ψ₁ − e^{ik})e^{ik} and ψ₀ = 1 − e^{2ik} + ψ₁e^{ik}. Inserting ψ₀ into the Schrödinger equation of atom 1 leaves

(E − H − Σ)ψ = −t(1 − e^{2ik})|1⟩ = iv e^{ik}|1⟩.

So ψ = iv e^{ik} G|1⟩, and

ψψ†/v = G Γ_L G† ≡ A_L, with Γ_L = v|1⟩⟨1|.

Summing left-incoming states with dk/2π = dE/(2πv) gives ∫dE A_L/2π. The states from the right give A_R = GΓ_RG† in the same way.

Up to μ_R all states are filled, including any bound state below the band. Only left-incoming states are filled between μ_R and μ_L, so

ρ = ρ_eq(μ_R) + ∫ from μ_R to μ_L of dE A_L/2π.

In this nonequilibrium Green function (NEGF) calculation the first term is obtained from complex energies. G is symmetric because H is real, so ρ_eq = −(1/π) Im ∫G dE, taken just above the real axis. G is analytic in the upper half-plane. Close the path by the vertical line μ_R + iy and a quarter circle on which G → 1/z, which contributes iπ/2. Then ∫G dE = −iπ/2 − i∫G dy, and

ρ_eq = ½ + (1/π) ∫₀^∞ Re G(μ_R + iy) dy.

To test this, take x = 0.012 nm, y = −0.007 nm. The line integral gives the zero-bias forces (8.443, −7.695) eV/nm. Differentiating Ω of a finite chain of 604 atoms at k_BT = 0.01 eV gives (8.443, −7.694) eV/nm.

*The curl.* The equilibrium term has no curl, so only the window contributes:

F_i(window) = −(1/π) ∫dE Tr[A_L H_i].

The self-energies do not depend on x or y. From ∂_jG = G H_j G,

∂_jA_L = G H_j A_L + A_L H_j G†.

The terms with ∂²H/∂x∂y cancel in the curl. What remains under −(1/π)∫dE is

Tr[G H_x A_L H_y] + Tr[A_L H_x G† H_y] − Tr[G H_y A_L H_x] − Tr[A_L H_y G† H_x].

Cyclic permutation turns the second term into Tr[G† H_y A_L H_x] and the fourth into −Tr[G† H_x A_L H_y]. The sum is

Tr[(G − G†) H_x A_L H_y] − Tr[(G − G†) H_y A_L H_x].

Moreover,

G − G† = G(Σ − Σ†)G† = −i(A_L + A_R).

Let Z = Tr[(A_L + A_R) H_x A_L H_y]. All matrices in it are Hermitian, so Z* = Tr[(A_L + A_R) H_y A_L H_x]. The sum is therefore −i(Z − Z*) = 2 Im Z.

The part of Z with two factors A_L equals its own conjugate by cyclic permutation, so it is real. The other part obeys Im Tr[A_R H_x A_L H_y] = −Im Tr[A_L H_x A_R H_y]. Thus

C = (2/π) ∫ from μ_R to μ_L of dE Im Tr[A_L H_x A_R H_y].

At finite temperature f_L − f_R enters the integrand as a weight, and the integral runs over the band. The curl comes from interference between states arriving from opposite sides.

*The undisplaced chain.* Here nothing scatters. The two states are ψ_n = e^{ikn} and φ_n = e^{−ikn}, with A_L = ψψ†/v and A_R = φφ†/v. Let B_n have unit elements between atoms n and n + 1. Since dh/dd = qt at d₀,

H_x = qt(B₁ − B₂), H_y = qt(B₂ − B₃).

With ψ†B_nφ = 2e^{−ik(2n+1)},

ψ†H_xφ = 2qt(e^{−3ik} − e^{−5ik}) = 4i qt sin k e^{−4ik},

ψ†H_yφ = 2qt(e^{−5ik} − e^{−7ik}) = 4i qt sin k e^{−6ik}.

The trace needs the first element times the conjugate of the second:

Tr[A_L H_x A_R H_y] = 16q²t² sin²k e^{2ik}/(4t² sin²k) = 4q² e^{2ik}.

The phase 2k is the extra phase of a wave reflected one atom further on. Consequently

C = (8q²/π) ∫ from μ_R to μ_L of dE sin 2k.

Put s(E) = sin k = √(1 − E²/4t²). Then sin 2k = 2 sin k cos k = −(E/t)s. Also d(s³)/dE = 3s² · (−E/4t²s) = −3Es/4t², so sin 2k = (4t/3) d(s³)/dE. The integral gives

C = (32q²t/3π) [s³(μ_L) − s³(μ_R)].

*Numbers.* At 0.5 V, μ_L = −0.25 eV and μ_R = −0.75 eV:

s³(μ_L) = (1 − 0.0156)^{3/2} = 0.9767,

s³(μ_R) = (1 − 0.1406)^{3/2} = 0.7967,

C = 339.5 eV/nm² × 0.1800 = 61.1 eV/nm² = 6.29 × 10⁻³ Hartree/bohr².

Numerical differentiation of the NEGF forces, which does not use the curl formula, gives in eV/nm²:

- 0 V: ∂F_y/∂x = −308.2 and ∂F_x/∂y = −308.2, so C = 0;
- 0.5 V: ∂F_y/∂x = −270.5 and ∂F_x/∂y = −331.6, so C = 61.1.

A circle of radius 0.01 nm around the origin gives the same message as work. Followed from x towards y, it yields 18.74 meV per turn at 0.5 V, equal to the area integral of the curl. At zero bias the work vanishes to rounding. The central curl times the area would be 19.2 meV; the curl averaged over the disc is slightly smaller. It does vary with geometry: at x = 0.012 nm, y = −0.007 nm it is 42.4 eV/nm².

**Comparison of the estimate with the solution**

For small bias the integral becomes

C ≈ (8/π) sin 2k_F · q² eV, with cos k_F = −μ/2t.

The estimate q² eV thus has the right scale, but lacks the factor (8/π) sin 2k_F. Here k_F = 1.318 and sin 2k_F = 0.484, so the factor is 1.23. This linear law gives 61.6 eV/nm² at 0.5 V, against 61.1 from the full expression. The closeness of 50 and 61 owes much to the filling chosen. For μ > 0 the curl changes sign, and at μ = 0 it vanishes because s³ is even in energy.

**Current is necessary, but not sufficient**

Since H is real, A = A_L + A_R = −2 Im G is real. Let K = Im A_L. Replacing A_R by A − A_L in the curl formula and dropping the real term gives

Im Tr[A_L H_x A_R H_y] = Tr[K H_x A H_y].

K carries the current. The flow from atom n to n + 1 in the state ψ is −2h Im(ψ_n*ψ_{n+1}), and the transmitted flow is vT, with T the transmission. Hence T = −2h K_{n+1,n}. If T = 0, no bond carries a flow, ψ can be chosen real along the chain, and K = 0. Bias without current then produces no curl. With 0.5 V still applied and the level of atom 1 raised by 100 eV, T(μ) falls to 3.8 × 10⁻⁴ and the magnitude of the curl to 0.023 eV/nm², about 4 × 10⁻⁴ of its former value.

The converse fails at the band centre, also for displaced atoms. Let P change the sign of every second orbital. Then PHP = −H, PH_iP = −H_i and Σ(−E) = −Σ(E)*, which give

G(−E) = −P G(E)* P, A_L(−E) = P A_L(E)* P.

So K(−E) = −PK(E)P and A(−E) = PA(E)P. The two sign changes from H_x and H_y cancel, and Tr[K H_x A H_y] is odd in E. A window symmetric about E = 0 gives zero. At μ = 0, 0.5 V and the displaced geometry above, the current is 33.7 μA, while the numerical curl is below 10⁻⁶ eV/nm². On-site shifts or second-neighbour hopping break this symmetry.

**Does the curl spin the atoms up?**

The loop lies in the plane of the two displacements x and y. The atoms do not circle in space: each oscillates along the chain, a quarter period out of step with the other. Energy gain on a prescribed loop must first exceed electronic friction. For x = a cos ωt, the golden rule with two spins gives a net absorption rate (2π/ħ)(a/2)² · 2S, where

S = Σ |⟨m|H_x|n⟩|² (f_n − f_m) δ(ε_m − ε_n − ħω).

The absorbed power πωa²S equals the mean frictional power ηω²a²/2, so η = 2πS/ω. For slow motion at low temperature, S = ħω Σ|⟨m|H_x|n⟩|² δ(μ − ε_m)δ(μ − ε_n). Since A = 2πΣ|n⟩⟨n|δ(E − ε_n),

η_xx = (ħ/2π) Tr[H_x A H_x A].

In the undisplaced chain ψ†H_xψ = 2qt(cos k − cos k) = 0. The two cross terms between ψ and φ each give 16q²t² sin²k/v² = 4q². Therefore η_xx = η_yy = 4ħq²/π, or 127 nm⁻² times ħ.

On a circular orbit the loss per turn is πr²ω(η_xx + η_yy), as the cross friction averages out. For a rough phonon energy of 10 meV and r = 0.01 nm it is 0.80 meV, using the zero-bias friction. The gain of 18.7 meV is 23 times larger.

The atoms must, however, be free to follow such an orbit. The electronic derivatives above lack the conservative ion repulsion, so the total stiffness is estimated separately. A rough gold mass of 197 u and ħω = 10 meV give κ = Mω² = 471 eV/nm². With equal nearest-neighbour springs, each of strength κ/2, the force is −Su, where u = (x, y) and

S_xx = S_yy = κ, S_xy = −κ/2 + C/2, S_yx = −κ/2 − C/2.

The eigenvalues are κ ± ½√(κ² − C²). Without bias they are split by κ. They become complex only if |C| > κ. With velocity-dependent forces left aside, the motion can spiral outwards only in that case. Here C/κ = 0.13, so both remain real and positive: the curl alone does not make this pair run away, although the force is nonconservative. The equal springs are a rough assumption. If the stiffness is built instead from a nearest-neighbour repulsion and the model's own electronic response, with the same κ, the splitting is about 350 eV/nm², still well above C. For two modes of equal mass, undamped or equally damped, this mechanism needs |C| to exceed the splitting of the two spring constants, so nearly degenerate modes are the vulnerable ones. Unequal damping lowers the threshold. The same cross terms give η_xy = (4ħq²/π) cos 2k_F = −111 nm⁻² times ħ, so the two modes are damped by η_xx ± η_xy, and with this zero-bias friction growth sets in at about 0.48 of the splitting, still above C. The stability also rests on holding all other atoms fixed. Atoms n sites apart have the curl (8q²/π) ∫dE sin 2nk, and with the same equal springs and 0.5 V a row of five free atoms already has complex eigenvalues, with a growth rate times ħ of about 0.9 meV.

**The numbers beside a real junction**

The hopping is of the order expected between gold atoms, and the current of 38.7 μA at 0.5 V is that of one fully open channel. The decay rate q is a rough choice and may well be smaller in gold. Since C is proportional to q² at fixed t and μ, halving q would reduce the curl to a quarter. Adding one neglected effect at a time, with all else fixed, changes the curl of 61.1 eV/nm² as follows:

- electrons at 300 K: 61.1 eV/nm²;
- a linear voltage drop along the junction, with shifted lead bands and the field's force on the orbitals: 61.1 eV/nm²;
- self-consistent charging of the four atoms, with a rough level shift of 2 eV per extra electron on an atom: 42.1 eV/nm².

The small effect of the voltage drop holds for a drop symmetric about the junction; if the whole bias falls at the left contact, between atoms 0 and 1, the curl is 30.7 eV/nm². Of the three cases listed, charging matters most and lowers the result by 31%. The size of this effect depends on how many atoms may charge: with 16 or 24 atoms instead of four, the curl is about 36 eV/nm². With charging included, the zero-bias curl still vanishes.

The filling is a further caution. The chosen μ puts 2k_F/π = 0.84 electrons on each atom, whereas a half-filled s band would have no curl in this model at x = y = 0, with or without charging. For displaced atoms charging then leaves a small curl, −0.27 eV/nm² at x = 0.012 nm, y = −0.007 nm. The d orbitals and real contacts alter the bands and may change both size and sign. Exchange and correlation, heating of the lattice, force noise and the change of the velocity-dependent forces under bias are also left out. The result for these parameters is therefore a scale of some tens of eV/nm² at 0.5 V, not a prediction for a particular gold junction. The numerical output below lists the main values.

Values computed for the example and the checks

```
hopping t = 1.00 eV, decay q = 10.0 1/nm
bond length = 0.26 nm, mean mu = -0.50 eV
bias = 0.50 V, current = 38.74 uA
test geometry x = 0.012 nm, y = -0.007 nm
  zero-bias force, NEGF: 8.4432, -7.6947 eV/nm
  from finite chain:     8.4427, -7.6942 eV/nm
force derivatives at x = y = 0, eV/nm^2
  0 V:    dFy/dx = -308.202, dFx/dy = -308.202
  0.5 V:  dFy/dx = -270.491, dFx/dy = -331.604
curl at x = y = 0, eV/nm^2: bias V, from forces, closed form
  0.00    -0.0000     0.0000
  0.10    12.3239    12.3239
  0.25    30.7545    30.7545
  0.50    61.1129    61.1129
  1.00   118.9990   118.9990
curl per volt at small bias = 123.28 eV/nm^2 per V
k_F = 1.3181 rad per bond, sin 2k_F = 0.4841
curl at 0.5 V = 6.289e-03 Ha/bohr^2
curl at 0.5 V, test geometry = 42.383 eV/nm^2
band centre, test geometry: current = 33.66 uA
  size of curl there = 5.7e-07 eV/nm^2
barrier of 100 eV on atom 1: T(mu) = 3.75e-04
  size of curl there = 2.3e-02 eV/nm^2
loop radius = 0.010 nm
  work per loop at 0.5 V = 18.741 meV
  area integral of curl = 18.741 meV
  size of work at 0 V = 2.1e-14 meV
curl at 0.5 V with one neglected effect added, eV/nm^2
  electrons at 300 K: 61.057
  linear voltage drop: 61.060
  charging, U = 2.0 eV: 42.125
  size with charging at 0 V: 5.9e-11
friction eta_xx/hbar = 127.32 1/nm^2
  from golden-rule sum = 127.34 1/nm^2
phonon energy (rough) = 10 meV
  friction loss per loop = 0.800 meV
  work gained / friction loss = 23.4
atom mass (rough) = 197 u, stiffness = 471.3 eV/nm^2
  splitting of spring constants = 471.3 eV/nm^2
  curl / splitting = 0.130
  largest imaginary part of stiffness eigenvalues = 0.000 eV/nm^2
```
